# The Fock Expansion for Two-Electron S States and Its Logarithms

## Theorem

Two electrons move about a fixed point nucleus of charge $Z>0$. The Hamiltonian is nonrelativistic, the total orbital angular momentum is zero, and Hartree atomic units are used. Let $\theta$ be the angle between the position vectors, and set

$$r_1=R\cos\frac{\alpha}{2},\qquad r_2=R\sin\frac{\alpha}{2},\qquad 0\le\alpha\le\pi,$$

so that $R^2=r_1^2+r_2^2$. Consider the formal series

$$\Psi=\sum_{k=0}^{\infty}\sum_{p\ge0}R^k(\ln R)^p\,\psi_{kp}(\alpha,\theta), \tag{1}$$

with finitely many powers $p$ at each $k$. Every $\psi_{kp}$ lies in the domain of the self-adjoint angular operator $\Lambda^2$ defined below. If (1) satisfies $(H-E)\Psi=0$ order by order, then

$$\begin{aligned}[\Lambda^2-k(k+4)]\psi_{kp}={}&2(k+2)(p+1)\psi_{k,p+1}+(p+1)(p+2)\psi_{k,p+2}\\&-2v\,\psi_{k-1,p}+2E\,\psi_{k-2,p},\end{aligned}\tag{2}$$

where $v(\alpha,\theta)$ is $R$ times the potential energy, and

$$\psi_{kp}=0\quad\text{whenever } p>k/2. \tag{3}$$

Conversely, for every real $E$ there is a formal solution with $\psi_{00}=1$.

The theorem concerns the series as a formal object. That it converges, and that a bound-state eigenfunction has such an expansion, are further statements, not proved here. In $\ln R$ the length $R$ is measured in bohr. Another unit adds a constant to the logarithm, which mixes $\psi_{kp}$ into coefficients with smaller $p$ and leaves (3) intact.

## Lemma 1: the Hamiltonian

On S states,

$$H=-\frac12\left[\partial_R^2+\frac5R\partial_R-\frac{\Lambda^2}{R^2}\right]+\frac{v}{R},$$

$$\Lambda^2=-\frac{4}{\sin^2\alpha}\left[\partial_\alpha\sin^2\alpha\,\partial_\alpha+\frac{1}{\sin\theta}\partial_\theta\sin\theta\,\partial_\theta\right],$$

$$v=-\frac{Z}{\cos(\alpha/2)}-\frac{Z}{\sin(\alpha/2)}+\frac{1}{\sqrt{1-\sin\alpha\cos\theta}}.$$

*Proof.* An S-state function depends on $r_1,r_2,\theta$ alone. With $\Delta_\theta=(\sin\theta)^{-1}\partial_\theta\sin\theta\,\partial_\theta$,

$$\nabla_1^2+\nabla_2^2=\partial_{r_1}^2+\partial_{r_2}^2+\frac{2}{r_1}\partial_{r_1}+\frac{2}{r_2}\partial_{r_2}+\left(\frac1{r_1^2}+\frac1{r_2^2}\right)\Delta_\theta .$$

Put $\varphi=\alpha/2$. In the $(r_1,r_2)$ plane $R,\varphi$ are polar coordinates, so the second derivatives give $\partial_R^2+R^{-1}\partial_R+R^{-2}\partial_\varphi^2$. Since

$$\partial_{r_1}=\cos\varphi\,\partial_R-\frac{\sin\varphi}{R}\partial_\varphi,\qquad \partial_{r_2}=\sin\varphi\,\partial_R+\frac{\cos\varphi}{R}\partial_\varphi,$$

the first derivatives give

$$\frac4R\partial_R+\frac{2}{R^2}(\cot\varphi-\tan\varphi)\partial_\varphi=\frac4R\partial_R+\frac{4}{R^2}\cot(2\varphi)\,\partial_\varphi .$$

With $\partial_\varphi=2\partial_\alpha$, the hyperangular part is $R^{-2}(4\partial_\alpha^2+8\cot\alpha\,\partial_\alpha)$, the first term of $-\Lambda^2/R^2$. Finally $r_1^{-2}+r_2^{-2}=(R\cos\varphi\sin\varphi)^{-2}=4/(R^2\sin^2\alpha)$ gives the second term. The potential follows from $r_{12}^2=R^2-2r_1r_2\cos\theta=R^2(1-\sin\alpha\cos\theta)$. ∎

## Lemma 2: the angular spectrum

The eigenvalues of $\Lambda^2$ are $K(K+4)$ with $K=2n$, $n=0,1,2,\ldots$, and multiplicity $n+1$.

*Proof.* Use the variables

$$X=\cos\alpha,\qquad W=\sin\alpha\cos\theta,$$

which map the angular region onto the disc $X^2+W^2\le1$. The volume element $8\pi^2r_1^2r_2^2\,dr_1dr_2\sin\theta\,d\theta$ equals $\pi^2R^5\,dR\,d\Omega$, with

$$d\Omega=\sin^2\alpha\sin\theta\,d\alpha\,d\theta=dX\,dW.$$

Inner products $\langle f,g\rangle$ are therefore plain integrals over the unit disc.

Direct differentiation gives $\Lambda^2X=12X$ and $\Lambda^2W=12W$. The products of first derivatives, $f_\alpha g_\alpha+f_\theta g_\theta/\sin^2\alpha$, are $1-X^2$ for the pair $XX$, $1-W^2$ for $WW$ and $-XW$ for $XW$. The chain rule then yields

$$-\tfrac14\Lambda^2=(1-X^2)\partial_X^2-2XW\partial_X\partial_W+(1-W^2)\partial_W^2-3X\partial_X-3W\partial_W .$$

On $X^iW^j$ with $i+j=n$, the terms that keep the degree have total coefficient

$$-[i(i-1)+2ij+j(j-1)+3n]=-[n(n-1)+3n]=-n(n+2).$$

The other terms lower the degree by two. So $\Lambda^2$ maps polynomials of degree at most $n$ into themselves and is triangular there, with diagonal entries $4m(m+2)=2m(2m+4)$, $m\le n$. Each entry occurs $m+1$ times, once per monomial of degree $m$.

Integration by parts gives $\langle f,\Lambda^2g\rangle=4\int(f_\alpha g_\alpha+f_\theta g_\theta/\sin^2\alpha)\,d\Omega$ for polynomials, because the weights $\sin^2\alpha$ and $\sin\theta$ vanish at the ends. The operator is symmetric and has orthogonal polynomial eigenfunctions. Polynomials are dense in the square-integrable functions on the disc, so this set is complete and no eigenvalue is missing. ∎

Write $P_K$ for the projector on level $K$. The domain of $\Lambda^2$ consists of the functions with $\sum_K\|K(K+4)P_Kf\|^2<\infty$, and $\Lambda^2$ is self-adjoint on it.

## Lemma 3: the potential produces admissible sources

If $f$ is in the domain of $\Lambda^2$, then $f$ is bounded and $vf$ is square integrable.

*Proof.* Add an angle $\chi$ about the axis $\theta=0$. Then $(\alpha,\theta,\chi)$ are the usual angles on the unit sphere in four dimensions, and $-\Lambda^2/4$ is its Laplacian acting on functions independent of $\chi$. The harmonics of degree $n$ on this sphere form a space of dimension $\binom{n+3}{3}-\binom{n+1}{3}=(n+1)^2$. The sum of squares of an orthonormal basis is rotation invariant, hence constant, and equals $(n+1)^2/(2\pi^2)$, since the surface is $2\pi^2$. Our functions are part of such a basis after division by $\sqrt{2\pi}$, from the $\chi$ integral. For functions $Y$ normalized on the disc,

$$\sum_{Y\in\text{level }2n}Y^2\le\frac{(n+1)^2}{\pi}.$$

The Cauchy inequality, first within a level and then over levels, gives

$$|f|\le\sum_n\frac{n+1}{\sqrt\pi}\|P_{2n}f\|\le\frac1{\sqrt\pi}\left[\sum_n\frac1{(n+1)^2}\right]^{1/2}\frac14\,\|(\Lambda^2+4)f\|,$$

because $K(K+4)+4=(K+2)^2=4(n+1)^2$. The right side is finite.

The three terms of $v$ are square integrable. On the disc $(R/r_{12})^2=1/(1-W)$, with integral $2\int_{-1}^1\sqrt{(1+W)/(1-W)}\,dW=2\pi$. Similarly $(R/r_1)^2=2/(1+X)$ has integral $4\pi$, and so has $(R/r_2)^2$. A bounded function times $v$ is thus square integrable. ∎

## Proof of the recurrence

Let $t=\ln R$. Then $R\partial_R=\partial_t$ and $R^2\partial_R^2=\partial_t^2-\partial_t$. Multiplying $(H-E)\Psi=0$ by $-2R^2$ gives

$$\left[\partial_t^2+4\partial_t-\Lambda^2-2Rv+2ER^2\right]\Psi=0. \tag{4}$$

On one term of the series,

$$(\partial_t^2+4\partial_t)e^{kt}t^p=e^{kt}\left[k(k+4)t^p+2(k+2)p\,t^{p-1}+p(p-1)t^{p-2}\right].$$

Collect the coefficient of $R^kt^p$ in (4). The second term above contributes from power $p+1$ and the third from $p+2$. The factor $R$ multiplying $v$ brings in order $k-1$, and $R^2$ brings in order $k-2$:

$$[k(k+4)-\Lambda^2]\psi_{kp}+2(k+2)(p+1)\psi_{k,p+1}+(p+1)(p+2)\psi_{k,p+2}-2v\psi_{k-1,p}+2E\psi_{k-2,p}=0.$$

Moving the first bracket to the other side gives (2).

## Proof of the bound

Coefficients of negative order are zero. Assume (3) for all orders below $k$; for $k=0$ this assumes nothing. Let $q$ be the highest power present at order $k$, and suppose $q>k/2$.

In (2) with $p=q$, the coefficients $\psi_{k,q+1}$ and $\psi_{k,q+2}$ vanish by the choice of $q$. The coefficients $\psi_{k-1,q}$ and $\psi_{k-2,q}$ vanish by the induction hypothesis. Hence

$$[\Lambda^2-k(k+4)]\psi_{kq}=0. \tag{5}$$

**Odd $k$.** Since $K(K+4)$ increases with $K\ge0$, it equals $k(k+4)$ only for $K=k$. By Lemma 2 no odd $K$ occurs, so $\psi_{kq}=0$, a contradiction.

**Even $k$.** Equation (5) allows a nonzero function, and the next equation is needed. Now $q\ge k/2+1$, so $p=q-1\ge k/2$. This still exceeds $(k-1)/2$ and $(k-2)/2$, and the lower orders again drop out:

$$[\Lambda^2-k(k+4)]\psi_{k,q-1}=2(k+2)q\,\psi_{kq}.$$

Take the inner product with $\psi_{kq}$. Self-adjointness lets the operator act on $\psi_{kq}$, where (5) gives zero. Therefore $0=2(k+2)q\,\|\psi_{kq}\|^2$. Since $q\ge1$, this forces $\psi_{kq}=0$, again a contradiction. ∎

A logarithm is the response to a resonance: at even order $k$ the source may contain an angular function for which $R^k$ already solves the free equation. Levels occur at every second order, so the permitted power rises by one for every two orders.

**Why the conditions matter.** If the spectrum also had odd $K$, equation (2) at $k=1$, $p=0$ would demand $6\psi_{11}=2P_1(v\psi_{00})$. In an artificial test with levels $K=0,1,2,3$ and unchanged coupling, the norm of $\psi_{11}$ is $0.160\ \mathrm{bohr}^{-1}$ times that of $\psi_{00}$, and the bound $k/2$ is broken.

The domain condition is also needed. For odd $k$ the function $\cos[(k+2)\alpha/2]/\sin\alpha$ satisfies the differential equation (5) away from $\alpha=0$. To see this, write it as $g/\sin\alpha$, for which $\Lambda^2(g/\sin\alpha)=-4(g''+g)/\sin\alpha$. The eigenvalue is $(k+2)^2-4=k(k+4)$. This function diverges like $1/r_2$ as $r_2\to0$, so Lemma 3 excludes it. Were it admitted, the argument for odd $k$ would fail.

## Proof of existence

Set $\psi_{00}=1$ and all coefficients with $p>k/2$ to zero. Proceed upward in $k$ and, within each $k$, downward in $p$. By Lemma 3 each source is square integrable.

For odd $k$, $\Lambda^2-k(k+4)$ has a bounded inverse, which maps square-integrable functions into the domain. This gives $\psi_{kp}$ directly.

For even $k$, the inverse exists on the complement of level $k$ and fixes that part of $\psi_{kp}$. Inside level $k$ the left side of (2) is zero, so the right side must vanish too:

$$2(k+2)(p+1)P_k\psi_{k,p+1}=P_k\left[2v\psi_{k-1,p}-2E\psi_{k-2,p}-(p+1)(p+2)\psi_{k,p+2}\right].$$

For $p=0,\ldots,k/2-1$ this determines the level-$k$ part of $\psi_{k,p+1}$. For $p=k/2$ every term is zero. What remains free is $P_k\psi_{k0}$, with $k/2+1$ constants. They are the amplitudes of further regular solutions, and a local analysis at $R=0$ cannot fix them. ∎

**Triplet states.** Exchange of the electrons sends $X$ to $-X$ and keeps $W$. A spatially antisymmetric function has $\psi_{00}=0$, because level 0 is constant, and then $\psi_{10}=0$, because its equation has no source. The series starts at order 2 or later. The induction above, started at order 2, gives the sharper bound $p\le k/2-1$.

## Corollary: the leading logarithms

For $q\ge1$,

$$\psi_{2q,q}=\frac{P_{2q}(v\,\psi_{2q-1,q-1})}{2q(q+1)},\tag{6}$$

$$[\Lambda^2-(2q-1)(2q+3)]\psi_{2q-1,q-1}=-2v\,\psi_{2q-2,q-1}.$$

*Proof.* By (2) and (3), $\psi_{2q,q}$ satisfies (5) with $k=2q$, so it lies in level $2q$. Project (2) with $k=2q$, $p=q-1$ on that level. The left side vanishes, as does $\psi_{2q,q+1}$. The energy term contains $\psi_{2q-2,q-1}$, which lies in level $2q-2$ and projects to zero. What remains is $4q(q+1)\psi_{2q,q}=2P_{2q}(v\psi_{2q-1,q-1})$. In the second equation $\psi_{2q-1,q}$ and $\psi_{2q-3,q-1}$ are absent by (3). ∎

The chain contains neither $E$ nor the free constants. For given $Z$, the leading logarithms of all formal solutions (1) are the same apart from the factor $\psi_{00}$.

## The first logarithm

Take $\psi_{00}=1$. At first order $(\Lambda^2-5)\psi_{10}=-2v$, with the solution

$$R\psi_{10}=-Z(r_1+r_2)+\tfrac12r_{12}. \tag{7}$$

Indeed $\nabla_1^2r_1=2/r_1$, $\nabla_2^2r_2=2/r_2$ and $(\nabla_1^2+\nabla_2^2)r_{12}=4/r_{12}$. The six-dimensional Laplacian of (7) is therefore $2v/R$, while Lemma 1 gives it as $R^{-1}(5-\Lambda^2)\psi_{10}$. The slopes of $\psi_{10}$ are bounded, so integration by parts around small spheres at the coalescence points leaves no surface term. The equation thus holds for each harmonic component, and $\psi_{10}$ is in the domain. It is unique because 5 is not an eigenvalue. Its coefficients $-Z$ and $\tfrac12$ are the electron–nucleus and electron–electron cusps.

Level 2 is spanned by $X$ and $W$. The product $v\psi_{10}$ is even in $X$, so only $W$ contributes to (6). On the disc $\langle W,W\rangle=\pi/4$, and with $q=1$

$$\psi_{21}=\frac14\,\frac{\langle W,v\psi_{10}\rangle}{\pi/4}\,W=\frac{\langle W,v\psi_{10}\rangle}{\pi}\,W .$$

Let $c=\cos\varphi$, $s=\sin\varphi$, $u=r_{12}/R$. Then

$$v\psi_{10}=Z^2\frac{(c+s)^2}{cs}-Z\frac{(c+s)u}{2cs}-Z\frac{c+s}{u}+\frac12 .$$

The first and last terms do not depend on $\theta$ and vanish against $\cos\theta$. The surviving terms are products of attraction and repulsion: this logarithm is an effect of all three particles.

For $s<c$, put $x=\cos\theta$ and expand $1/u=\sum_l(s^l/c^{l+1})P_l(x)$. Then $\int_{-1}^1x\,u^{-1}dx=2s/(3c^2)$. With $x^2=(1+2P_2)/3$, also $\int_{-1}^1x^2u^{-1}dx=2/(3c)+4s^2/(15c^3)$. Since $u=(c^2+s^2-2csx)/u$,

$$\int_{-1}^1x\,u\,dx=\frac23\left(s+\frac{s^3}{c^2}\right)-\frac43s-\frac{8s^3}{15c^2}=\frac23\left(\frac{s^3}{5c^2}-s\right).$$

The halves $s<c$ and $s>c$ contribute equally. With $d\alpha=2d\varphi$ and $\sin^3\alpha=8s^3c^3$ the prefactor is $2\cdot2\cdot8=32$, and

$$\langle W,v\psi_{10}\rangle=-\frac{64Z}{3}J,\qquad J=\int_0^{\pi/4}(c+s)\left(\frac{s^5}{10}-\frac{s^3c^2}{2}+s^4c\right)d\varphi .$$

Multiplying out and using $s^4c^2=s^4-s^6$, the integrand is $\tfrac12s^4-\tfrac25s^6+\tfrac{11}{10}s^5c-\tfrac12s^3c^3$. The integrals of $s^4$, $s^6$, $s^5c$, $s^3c^3$ are $\frac{3\pi}{32}-\frac14$, $\frac{5\pi}{64}-\frac{11}{48}$, $\frac1{48}$, $\frac1{24}$. Hence

$$J=\frac{3\pi}{64}-\frac18-\frac{\pi}{32}+\frac{11}{120}+\frac{11}{480}-\frac1{48}=\frac{\pi-2}{64},$$

$$\psi_{21}=-\frac{Z(\pi-2)}{3\pi}\sin\alpha\cos\theta. \tag{8}$$

This is not zero, so no series in pure powers with $\psi_{00}\ne0$ solves the equation. Near the triple coalescence the term $R^2\ln R\,\psi_{21}$ itself tends to zero, but since $R^2W=2\,\mathbf r_1\cdot\mathbf r_2$, its mixed second derivatives $\partial_{x_1}\partial_{x_2}$, $\partial_{y_1}\partial_{y_2}$ and $\partial_{z_1}\partial_{z_2}$ grow like $\ln R$. The other second derivatives, and the six-dimensional Laplacian of the term, stay bounded.

## Worked example

Take $Z=2$. Equation (8) gives $\psi_{21}=-0.24225\,W\ \mathrm{bohr}^{-2}$, and direct quadrature of the overlap agrees. Solving (2) in a basis with $n\le24$ gives

$$\psi_{42}=A(4X^2-1)+B(4W^2-1),$$

with $A\approx2.195\times10^{-3}$ and $B\approx2.194\times10^{-3}\ \mathrm{bohr}^{-4}$. From $n\le12$ to $n\le24$ the pair changes by 0.1 % of its norm. This is numerical evidence, not a proof, that the bound is reached at $k=4$. The near equality of $A$ and $B$ is within that change. In larger bases, with (8) used for $\psi_{21}$, $A$ stays at $2.19507\times10^{-3}$ while $B$ rises to $2.19503\times10^{-3}$ at $n\le60$. Both approach $Z^2(\pi-2)(5\pi-14)/(360\pi^2)=2.19507\times10^{-3}$ at $Z=2$. This points to $A=B$, that is $\psi_{42}=2A(1-2\sin^2\alpha\sin^2\theta)$, but the equality is not proved here.

Place the electrons 0.1 bohr from the nucleus on opposite sides. Then $X=0$, $W=-1$, $R^2=0.02\ \mathrm{bohr}^2$ and $\ln R=-1.956$. Relative to $\psi_{00}=1$, the cusp term and the two leading logarithms are

- $R\psi_{10}=-2(0.2)+\tfrac12(0.2)=-0.300$;
- $R^2\ln R\,\psi_{21}=0.02(-1.956)(0.24225)=-0.00948$;
- $R^4(\ln R)^2\psi_{42}=(4\times10^{-4})(3.826)(4.39\times10^{-3})=6.7\times10^{-6}$, where $\psi_{42}=3B-A$.

At this point, with $R$ in bohr inside the logarithm, the first logarithm is about 3 % of the cusp term, and the squared logarithm is far smaller. The ratio depends on that unit (4 % for ångström, 2 % for bohr$/Z$), because a change of unit shifts part of the term into the free level-2 part of $\psi_{20}$. The three terms are not the whole expansion through fourth order. With its free part set to zero and $E=-3$ hartree, $R^2\psi_{20}\approx+0.058$, larger than the first logarithm. The second equation of the corollary at $q=2$ is solved by $R^3\psi_{31}=-\frac{2Z(\pi-2)}{3\pi}\left[-\frac Z2(r_1+r_2)\,\mathbf r_1\cdot\mathbf r_2+\frac14R^2r_{12}-\frac5{24}r_{12}^3\right]$, whose six-dimensional Laplacian is $2vR\,\psi_{21}$. This gives $R^3\ln R\,\psi_{31}=+1.26\times10^{-3}$ here.

The bound was also tested without assuming (3) and without the order-by-order solution: the operator in (4) was applied to all terms $R^k(\ln R)^p$ at once and its null space was computed. With ten angular functions, $E=-3$ hartree, orders up to 6 and powers up to 5 all allowed, the linear equations have ten independent solutions. With each solution normalized to a coefficient vector of unit length, the largest coefficient with $p>k/2$ is $1.1\times10^{-13}$, which is rounding error. The proof covers this finite model too, since it needs only a self-adjoint $\Lambda^2$ whose levels $K$ are all even; no property of the coupling matrix enters.

## Calculated quantities

```
nuclear charge Z = 2.0
energy parameter E = -3.0 hartree
Laplacian test, largest scaled error = 1.1e-11
Lambda2 eigenvalues = 0.000 12.000 12.000 32.000 32.000 32.000 60.000 60.000 60.000 60.000
angular mean of (R/r12)^2 = 2.000000
angular mean of (R/r1)^2 = 4.000000
angular functions in small basis = 10
log-power search: k up to 6, p up to 5
independent solutions found = 10
largest coefficient with p > k/2 = 1.1e-13
largest psi_00, no logs, k up to 2 = 1.5e-16
largest psi_00, p up to 1, k up to 4 = 6.1e-14
odd K allowed: norm ratio psi_11/psi_00 = 0.160056 bohr^-1
radial integration from R = 0.2 to 1.0 bohr
series against integration, relative error = 2.6e-11
overlap <W|v psi_10> = -0.76106177 bohr^-2
norm <W|W> = 0.78539816
psi_21/W by quadrature = -0.24225349 bohr^-2
psi_21/W by closed form = -0.24225349 bohr^-2
psi_21/W by recurrence, n up to 12 = -0.242196 bohr^-2
psi_21/W by recurrence, n up to 24 = -0.242245 bohr^-2
psi_42 = A(4X^2-1) + B(4W^2-1)
A, n up to 12 = 2.1944e-03 bohr^-4
A, n up to 24 = 2.1950e-03 bohr^-4
B, n up to 12 = 2.1911e-03 bohr^-4
B, n up to 24 = 2.1945e-03 bohr^-4
relative change of (A,B), 12 to 24 = 1.1e-03
worked point: r1 = r2 = 0.1 bohr, theta = 180 degrees
R = 0.141421 bohr
ln R (R in bohr) = -1.956012
R psi_10 = -0.300000
R^2 ln R psi_21 = -0.009477
psi_42 at this point = 4.3885e-03 bohr^-4
R^4 (ln R)^2 psi_42 = 6.716e-06
```
